# Why electron spill-out raises the compact-layer capacitance of a jellium electrode

## One sheet of charge

Take a flat metal face and suppose that all the charge induced on it, $\sigma$ per unit area, sits in one thin sheet. Let $x$ be the distance outward from a reference plane in the metal, the sheet be at $x=x_0$, and the counter-charge $-\sigma$ be in a second sheet at $x=d$. In Hartree atomic units, used for the derivation, the field between the sheets is $4\pi\sigma$ and vanishes elsewhere. The voltage is $4\pi\sigma(d-x_0)$, so the capacitance per area is

$$C=\frac{1}{4\pi(d-x_0)} .\qquad (1)$$

A classical metal carries its charge on the reference plane, so $x_0=0$ and $C_{\rm cl}=1/(4\pi d)$. A sheet displaced outward gives a larger capacitance, and one displaced inward a smaller one.

A real induced charge $\delta\rho(x)$ is spread out. It can be cut into thin sheets whose voltages add. As long as the charge lies at $x<d$, each sheet contributes in proportion to its own $d-x$, and equation (1) survives with

$$x_0=\frac1\sigma\int x\,\delta\rho(x)\,dx .\qquad (2)$$

The question is therefore on which side of the reference plane this centroid lies. There is an argument for each side. A field penetrates a little way into an electron gas, which suggests $x_0<0$. Electrons also leak out of the metal, which suggests $x_0>0$. In the jellium model, a balance of forces reduces the question to how the leaked electrons respond.

## The jellium slab and its force balance

In jellium the ions are smeared into a uniform positive background that ends abruptly. Its edge is the reference plane. Consider a neutral slab with background density $n_+$ for $-a<X<a$, where $X$ is measured from the centre, so that $x=X-a$ at the right face. The electron density $n(X)$ spreads smoothly past both edges. The slab stands between distant capacitor plates, so the field just outside the electrons is the same, $E_0$, on both sides.

The electrons are described by Kohn–Sham theory in the local-density approximation. The part of each orbital normal to the surface obeys

$$-\tfrac12\psi''+v\psi=\varepsilon\psi,\qquad v=-\phi+v_{xc}(n),$$

where $\phi$ is the total electrostatic potential and $-\phi$ the corresponding energy of an electron. Motion along the surface is free. A level $\varepsilon$ below the Fermi energy $\mu$ holds two spins times the area $\pi k^2$ of a disc in wavevector space, with $k^2/2=\mu-\varepsilon$, divided by $4\pi^2$. That is $(\mu-\varepsilon)/\pi$ electrons per unit area.

A bound stationary orbital feels no mean force. To see this, integrate by parts and replace $v\psi$ by $\varepsilon\psi+\psi''/2$:

$$\int\psi^2v'\,dX=-\int2\psi'\,v\psi\,dX=-\Big[\varepsilon\psi^2+\tfrac12\psi'^2\Big]_{-\infty}^{\infty}=0 .$$

Summing over occupied levels gives $\int n\,v'\,dX=0$.

The exchange–correlation part drops out by itself. If $e(n)$ is the exchange–correlation energy per electron, then $v_{xc}=d(ne)/dn$, and the quantity $p=n v_{xc}-ne$ satisfies

$$p'=n'v_{xc}+n v_{xc}'-v_{xc}n'=n v_{xc}' .$$

Since $p$ vanishes where the density does, $\int n v_{xc}'\,dX=0$. With $E=-\phi'$, what remains is

$$\int nE\,dX=0. \qquad (3)$$

Now use Gauss's law, $E'=4\pi(n_{\rm b}-n)$, where $n_{\rm b}$ equals $n_+$ inside the slab and zero outside. Multiply by $E$ and integrate across the slab:

$$\int(n_{\rm b}-n)E\,dX=\frac{1}{8\pi}\big[E^2\big]=\frac{E_0^2-E_0^2}{8\pi}=0 .\qquad (4)$$

This says that a uniform field exerts no net force on a neutral slab. Equations (3) and (4) together give $\int n_{\rm b}E\,dX=0$. Because $n_{\rm b}$ is constant between the edges,

$$n_+\int_{-a}^{a}E\,dX=n_+\,[\phi(-a)-\phi(a)]=0 .\qquad (5)$$

The two background edges are at the same potential. No weak-field assumption was made. The conditions are a static state, and electrons that do not reach the plates.

## Only the tail outside counts

For a weak field, let $\delta\phi$ and $\delta\rho$ be the first-order changes. The unperturbed slab is symmetric and the applied potential is odd in $X$, so $\delta\phi(-a)=-\delta\phi(a)$. Equation (5) demands that they be equal. Hence

$$\delta\phi(a)=0=\delta\phi(0). \qquad (6)$$

To first order, each edge keeps its potential relative to the middle of the metal. The whole voltage between the metal and the counter-charge is dropped outside the edge.

Let $E_0=4\pi\sigma$, and let

$$N(x)=\frac1\sigma\int_x^\infty\delta\rho(x')\,dx'$$

be the fraction of the induced charge lying beyond $x$. The induced field at $x$ is smaller than $E_0$ by $4\pi$ times the charge still to come, so $\delta E(x)=E_0[1-N(x)]$. Starting from the edge, where $\delta\phi=0$, the potential beyond the tail is

$$\delta\phi(x)=-E_0\Big[x-\int_0^\infty N(x')\,dx'\Big].$$

By equation (1), it must also be $-E_0(x-x_0)$. Comparing the two gives

$$x_0=\int_0^\infty N(x)\,dx=\frac1\sigma\int_0^\infty x\,\delta\rho(x)\,dx .\qquad (7)$$

The last form follows from integration by parts: the boundary term $xN$ vanishes at both ends, and $N'=-\delta\rho/\sigma$.

Equation (7) has the same integrand as equation (2), but the integral runs only over the outside. In the limit of a thick slab, the induced charge inside the background therefore has zero first moment about the edge. It may be present, but it does not move the centroid.

The sign of $x_0$ now depends on the tail. Suppose the face is positive, so that $\delta E$ points outward. The energy of an electron outside changes by $-\delta\phi=\int_0^x\delta E\,dx'$, which is positive while $N<1$. The barrier that confines the electrons has been raised, the tail retracts, and the loss of electrons there is a positive change in charge, like $\sigma$. If the face is negative, the barrier is lowered, the tail grows, and the added charge is negative, again like $\sigma$. In both cases $N>0$, so $x_0>0$ and $C>C_{\rm cl}$.

This last step is a physical argument and not a theorem, because exchange and correlation also respond and the orbitals rearrange. It was tested on self-consistent slabs with electron radius $r_s=2.0$, 2.7 and 4.0 bohr, where $n_+=3/(4\pi r_s^3)$. At no grid point outside the edge did $N$ fall below $-10^{-4}$. The centroids were 1.51, 1.34 and 1.25 bohr for slabs 36 bohr thick, all outside. Thicknesses a few bohr larger shift them by up to about 0.07 bohr, which does not affect the sign.

## Reading the induced charge

For $r_s=2.7$ bohr, the full dipole of the slab gives $x_0=1.341$ bohr. The outside tail alone, through equation (7), gives the same value to the four decimals printed. A third route, the voltage of separately solved slabs in a small finite field, also gives 1.341 bohr. The electron levels in a slab are discrete, so $x_0$ oscillates as the slab thickens. Between 36 and 40 bohr it ranges from about 1.30 to 1.38 bohr, and at 52 bohr it is 1.35 bohr. For a thick metal, 1.34 bohr is therefore uncertain by a few hundredths of a bohr. Changes of grid and vacuum width matter less.

Not all the induced charge is outside. The fraction beyond the edge is $N(0)=0.78$, so about 22 per cent lies within the background. Every point there has $x<0$, yet the first moment of this inner charge tends to zero as the slab thickens. It must therefore take both signs: regions of charge opposite to $\sigma$ offset the others. The limit is approached slowly, and with changes of sign. In the 36-bohr slab about one per cent of the outside field survives at the middle, and the inner moment is still about 0.2 bohr times $\sigma$. At 39 bohr it is about −0.2, and at 72 bohr about 0.07, in the same units. The statement that spill-out places the induced charge outside is true of its centroid, not of every part of it.

A simple curve shows how the size of $x_0$ arises. At $x=0.15$ nm, or 2.83 bohr, the fraction still to come is 0.144. If $N$ fell exponentially between these points, its decay length would be

$$\ell=\frac{2.83}{\ln(0.783/0.144)}\approx1.67\ \text{bohr},$$

and equation (7) would give $x_0\approx N(0)\,\ell=0.783\times1.67\approx1.31$ bohr. This is within about 2 per cent of the full result, but the exponential form was assumed, not derived, so agreement this close should not be expected in general. The centroid is roughly the reach of the responding tail times the share of charge in it.

## Taking the spill-out away

If the tail is the cause, suppressing it should reverse the effect. Add a repulsive energy $w(X)$ for electrons, the same on both sides of the slab and rising outward near or beyond the edges. The effective potential gains a term $w$, and equation (3) becomes

$$\int n\,(E+w')\,dX=0 .$$

Equation (4) is unchanged, so the background now feels a force passed on from the barrier:

$$n_+[\phi(-a)-\phi(a)]=-\int n\,w'\,dX .$$

Take the first-order change. The left side becomes $-2n_+\delta\phi(a)$. On the right, $\delta n=-\delta\rho$. Both $\delta\rho$ and $w'$ are odd, so the two faces contribute equally:

$$\delta\phi(a)=-\frac1{n_+}\int_{\rm right}\delta\rho\,w'\,dx .$$

The edge no longer keeps the potential of the interior. Beyond the tail, $\delta\phi=\delta\phi(a)-E_0[x-\int_0^\infty N\,dx']$. Equating this to $-E_0(x-x_0)$, with $E_0=4\pi\sigma$, gives

$$x_0=\frac1\sigma\left[\int_0^\infty x\,\delta\rho\,dx-\frac{1}{4\pi n_+}\int_{\rm right}\delta\rho\,w'\,dx\right].\qquad (8)$$

The second term is negative when $\delta\rho$ has the sign of $\sigma$ where the barrier rises. Its meaning is mechanical. When a positive face draws its electrons inward, they press less on the barrier. The background must take up the difference, which requires a potential drop inside the metal. That drop is a penetration of the field into the metal, as in the familiar screening picture. The screening length alone does not give its size, however. For a uniform gas with $r_s=2.7$ bohr, the local value $\sqrt{(d\mu/dn)/4\pi}$ is 0.75 bohr with exchange and correlation included in $\mu$, only about half the inward shift found below with the barrier at the edge. The kinetic (Thomas–Fermi) part alone gives 1.05 bohr, also too short.

A smooth barrier 2 hartree high was placed at three distances from the edge, for $r_s=2.7$ bohr. Its position is the point where it reaches half its height, so the barrier at 0.0 also extends slightly inside the edge. All entries are in bohr.

| Barrier position | Tail term | Barrier term | $x_0$ |
|---:|---:|---:|---:|
| 0.0 | 0.01 | −1.44 | −1.43 |
| 1.5 | 0.13 | −0.61 | −0.48 |
| 3.0 | 0.46 | −0.21 | 0.25 |
| none | 1.34 | 0 | 1.34 |

In each barrier case, the centroid from the full dipole agreed with equation (8) to about 0.001 bohr. With the barrier at the edge there is almost no tail, and the charge sits inside: the capacitance is below the classical value. As the barrier withdraws, the tail term grows, the barrier term shrinks, and $x_0$ changes sign.

The second row matters. A barrier 1.5 bohr outside the edge leaves room for some spill-out, yet the centroid is still inside. Spill-out raises the capacitance only if the tail is free enough for its term to exceed the barrier's. In this series the crossover lies between 1.5 and 3.0 bohr.

## A compact layer in water

An electrode in solution has solvent between the metal and the nearest ions. Let the solvent begin at a gap $g$ from the background edge and form a layer of thickness $t$ and relative permittivity $\varepsilon$, with the ions at its far side. If the electron tail ends within the gap, the voltage across the gap is $4\pi\sigma(g-x_0)$. In the layer the field is reduced to $4\pi\sigma/\varepsilon$, which adds $4\pi\sigma t/\varepsilon$. In SI units, with $1/4\pi$ replaced by $\varepsilon_0$,

$$C=\frac{\varepsilon_0}{g+t/\varepsilon-x_0}.\qquad (9)$$

The classical value has the same $g$, $t$ and $\varepsilon$, but $x_0=0$. All comparisons below hold these three fixed.

For a mercury-like electrode, take the rough values $r_s=2.7$ bohr, $g=0.15$ nm, $t=0.30$ nm and $\varepsilon=6$. The classical electrical thickness is

$$0.15+\frac{0.30}{6}=0.200\ \text{nm},$$

and the classical capacitance is 4.43 µF/cm². The computed centroid is 1.34 bohr, or 0.071 nm. The thickness falls to $0.200-0.071=0.129$ nm, and the capacitance rises to

$$C=4.43\times\frac{0.200}{0.129}\approx6.9\ \text{µF/cm}^2 .$$

The increase is 55 per cent; the oscillation of $x_0$ between slabs of 36 and 40 bohr moves it between about 53 and 57 per cent, and the capacitance between 6.8 and 7.0 µF/cm². A displacement smaller than an atom has this effect because the whole electrical thickness is itself only 0.2 nm. With the barrier at the edge, $x_0=-1.43$ bohr $=-0.076$ nm. The same formula then gives $4.43\times0.200/0.276\approx3.2$ µF/cm², below the classical value.

### When the tail meets the solvent

Equation (9) assumed that the tail ends within the gap, but 14 per cent of the induced charge lies beyond it. The dielectric can be included by noting that the displacement $D$ obeys Gauss's law with the electronic and background charge, while $d\phi/dx=-D/\varepsilon(x)$. With a new coordinate $s$ defined by $ds=dx/\varepsilon(x)$, this becomes $d\phi/ds=-D$, which has the form of the vacuum equation. Distances in the solvent are compressed by $\varepsilon$, and the centroid that enters the voltage is the centroid in $s$.

The expected loss can be estimated from the exponential curve. The part of equation (7) from beyond the gap is about $0.144\times1.67=0.24$ bohr. Compression by 6 removes five sixths of it, or 0.20 bohr, leaving about 1.14 bohr. The self-consistent calculation, with the dielectric switched on smoothly at the gap, gives 1.08 bohr and 6.2 µF/cm². The near agreement is partly luck. The computed tail beyond the gap contributes 0.17 bohr, not 0.24, so compression alone, with the same smooth switch-on and the induced charge held fixed, would leave about 1.17 bohr. The change in the electron density removes the other 0.1 bohr. The result also depends on how sharply the dielectric begins: doubling the width of the switch-on lowers $x_0$ to about 1.0 bohr.

Solvent molecules also repel the electron tail, because their own electrons occupy the space. A smooth model barrier 3 eV high, reaching half its height where the solvent begins, lowers $x_0$ to 0.87 bohr and the capacitance to 5.7 µF/cm². With dielectric and barrier together, the results are 0.76 bohr and 5.5 µF/cm². The gain over the classical metal is then about 25 per cent instead of 55. Its sign survives, but half its size depends on how the solvent treats the tail.

### Charge, salt and temperature

The tail is softer in one direction than in the other. For the bare slab facing a charged plane 0.45 nm away in vacuum, the voltage gives an effective $x_0$ of 1.11 bohr at $+5$ µC/cm² and 1.72 bohr at $-5$ µC/cm². Each value shifts by up to about 0.07 bohr for slabs between 36 and 40 bohr thick, much less than the difference between them. The order agrees with the barrier argument: negative charging lowers the barrier and lets the tail reach farther, while positive charging pulls it in. Inserted in equation (9), these values give 6.3 and 8.1 µF/cm², ranging over 6.2 to 6.4 and 7.9 to 8.2 µF/cm² with slab thickness. They are ratios of total charge to total voltage change, not slopes at the charged state. They also neglect the part of the tail that meets the solvent, so they illustrate the asymmetry of the bare tail and are not estimates for the wet electrode. The measured compact-layer capacitance of mercury in non-adsorbing salt solutions shows the opposite trend at such charges, falling as the surface is made negative, so the tail alone does not set the charge dependence of the real interface.

Equation (5) should hold at this charge too, since it did not assume a weak field. The computed potential difference between the edges, divided by the outside field, is 0.0004 bohr. Equation (7) does not carry over unchanged, because it also used the antisymmetry of the linear response.

The ions beyond the compact layer form a diffuse layer in series with it. At zero charge and for small voltages, its capacitance is that of a plate gap one Debye length wide filled with bulk water. For a salt of singly charged ions at 0.1 mol/L and room temperature, the Debye length is 0.96 nm. With a relative permittivity of 78 this gives 72 µF/cm², which lowers the simple result from 6.9 to 6.3 µF/cm². Thermal smearing of the electrons is minor: the thermal energy at room temperature is 0.4 per cent of the Fermi energy.

At 5 µC/cm² the vacuum field in the gap is 56 MV/cm, and equation (9) with the weak-field centroid gives a voltage of 0.73 V. On a negative face the larger $x_0$ reduces this to about 0.61 V. The model's work function is 3.5 eV, about 1 eV less than that of mercury. Subtracting 0.61 V from this bare work function puts the vacuum level at the ion plane of the negative face about 2.9 eV above the Fermi energy, an estimate that relies on the dielectric layer reducing the field. The charged slab that was actually solved has vacuum out to the plane, about 2 V is dropped across it, and the margin is only about 1.45 eV. All electrons remain bound in that calculation and about 0.4 per cent of the surface charge lies beyond the plane, so the static state that the force balance needs is still a reasonable idealization. For a rectangular barrier as high as the work function and starting at the background edge, the tunnelling factor to the ion plane is $2\times10^{-4}$. The barrier in the undisturbed slab rises gradually, and a semiclassical estimate through it gives a larger factor, about $7\times10^{-3}$. On the negatively charged face with vacuum out to the plane, the same estimate rises to about $5\times10^{-2}$. None of these numbers is a current. Whether charge leaks also depends on the states available in the solution.

## What this says about a real electrode

Measured capacitances of mercury in aqueous salt solutions are roughly a few tens of µF/cm², several times the values found here. The result is very sensitive to the assumed geometry. A capacitance of 25 µF/cm² corresponds to an electrical thickness of only $0.200\times4.43/25\approx0.035$ nm, whereas the example has 0.129 nm after the spill-out correction. Reducing the gap from 0.15 to 0.10 nm with $x_0$ held fixed would leave 0.079 nm and give about 11 µF/cm². That extrapolation is optimistic, since a closer solvent would overlap the tail more and push it back. The gap, the permittivity of the first water layer and the electron tail are not independent in a real interface, and the solvent's distance may itself change with charge. The model also leaves out the atomic structure of the metal, the polarization of mercury's d shell and any bonding of water to the surface, and their effects were not computed.

What carries over is a conditional statement. In the jellium description, at the densities examined, and for small surface charge and fixed positions of solvent and ions, a metal whose electron tail can respond freely outside the background edge has a larger compact-layer capacitance than a classical metal ending at that edge. If the tail is confined closely enough, the change in its force on the barrier is balanced by a potential drop within the metal, and the capacitance falls below the classical value. The numerical output gives the values behind both cases.

## Values computed for the example and the checks

```
electron radius rs: 2.70 bohr
background density: 0.01213 bohr^-3
work function: 3.48 eV
x0 from full dipole: 1.3410 bohr
x0 from outside tail only: 1.3410 bohr
edge potential change / outside field: 0.00000 bohr
fraction of induced charge outside edge: 0.783
fraction of induced charge beyond gap: 0.144
x0 at rs = 2.0 bohr: 1.513 bohr
x0 at rs = 4.0 bohr: 1.248 bohr
barrier at 0.0 bohr: x0 -1.429, tail part 0.006, barrier part -1.436 bohr
barrier at 1.5 bohr: x0 -0.481, tail part 0.125, barrier part -0.606 bohr
barrier at 3.0 bohr: x0 0.248, tail part 0.462, barrier part -0.213 bohr
x0 shift, grid 0.25 to 0.20 bohr: -0.0000 bohr
x0 shift, slab 36 to 52 bohr: +0.0110 bohr
x0 shift, vacuum 14 to 18 bohr: +0.0006 bohr
x0 from finite-field voltage: 1.3407 bohr
x0 at +5 uC/cm2: 1.107 bohr
x0 at -5 uC/cm2: 1.724 bohr
edge-to-edge potential / field at that charge: 0.00036 bohr
gap: 0.15 nm; water layer: 0.30 nm; permittivity: 6
classical electrical thickness: 0.200 nm
x0 converted: 0.0710 nm
classical-metal capacitance: 4.43 uF/cm2
capacitance with spill-out: 6.86 uF/cm2
ratio: 1.550
with dielectric overlap: x0 1.075 bohr, C 6.19 uF/cm2
with 3 eV solvent barrier: x0 0.867 bohr, C 5.74 uF/cm2
with both together: x0 0.757 bohr, C 5.54 uF/cm2
C with x0 of +5 uC/cm2: 6.26 uF/cm2
C with x0 of -5 uC/cm2: 8.14 uF/cm2
temperature: 298.15 K; salt: 0.1 mol/L; bulk permittivity: 78
Debye length: 0.959 nm
diffuse-layer capacitance at zero charge: 72.0 uF/cm2
series total with spill-out: 6.26 uF/cm2
thermal energy / Fermi energy: 0.00374
field in gap at 5 uC/cm2: 56.5 MV/cm
compact-layer voltage at that charge: 0.729 V
rough tunnelling factor to ion plane: 1.8e-04
```
